**Outer-line merging for a spin-3/2 silicon vacancy**

The program studies $H=\omega S_n+D(S_z^2-5/4)$, where $\omega=g\mu_BB$ is the Zeeman energy, $D$ the axial zero-field parameter and $\theta$ the angle between the field and the $c$ axis. To first order the outer lines lie at $\omega\pm D(3\cos^2\theta-1)$ and merge at 54.7356°. The program asserts the diagonal matrix elements, the scaling of the first-order error and the second-order shifts by comparison with numerical eigenstates and levels. It also asserts the symbolic trace of $H^3$ and finds the same merging angle by root search at $\omega/D$ = 0.3, 1, 3 and 200. A spin-1 contrast at $\omega/D=2$ merges at 53.618° instead. For $D$ = 0.15 µeV and $B$ = 0.30 T, the outer pair at merging lies 0.0015 µeV (0.37 MHz) above the central line. Further assertions cover misalignment, a rhombic term and one silicon-29 neighbour; the output also gives the thermal polarization at 300 K.

## Numerical verification

```python
"""
Result under test: a spin-3/2 centre with H = w*S_n + D*(Sz^2 - 5/4) has
outer resonance lines at w +/- D*(3 cos^2(theta) - 1) to first order in D/w,
so they merge at theta = arccos(1/sqrt(3)) = 54.7 degrees from the c axis.
For spin 3/2 the merging of the outer pair is also exact at any nonzero field.

Symbols: w = g*muB*B Zeeman energy; D axial zero-field parameter;
theta angle between field and c axis (z); S_n spin component along the field;
E_rh rhombic parameter; A_hf isotropic hyperfine coupling to one silicon-29.
Energies of the worked example are in micro-eV.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    sx = (raising + raising.T) / 2
    sy = (raising - raising.T) / 2j
    return sx.astype(complex), sy, np.diag(m).astype(complex)


def hamiltonian(w, D, theta, spin=1.5, E_rh=0.0):
    sx, sy, sz = spin_matrices(spin)
    one = np.eye(len(sz))
    along_field = np.sin(theta) * sx + np.cos(theta) * sz
    return (w * along_field + D * (sz @ sz - spin * (spin + 1) / 3 * one)
            + E_rh * (sx @ sx - sy @ sy))


def lines(w, D, theta, spin=1.5, E_rh=0.0):
    """Gaps between neighbouring exact levels, lowest pair first."""
    return np.diff(np.linalg.eigvalsh(hamiltonian(w, D, theta, spin, E_rh)))


def outer_separation(theta, w, D, spin=1.5, E_rh=0.0):
    gaps = lines(w, D, theta, spin, E_rh)
    return gaps[-1] - gaps[0]


def merging_angle(w, D, spin=1.5, E_rh=0.0):
    return brentq(outer_separation, np.radians(10), np.radians(80),
                  args=(w, D, spin, E_rh), xtol=1e-13)


magic = np.arccos(1 / np.sqrt(3))
sx, sy, sz = spin_matrices(1.5)

# Diagonal elements of the zero-field term in the true eigenstates of S_n
for theta in np.radians([15, 40, 70, 90]):
    m_values, states = np.linalg.eigh(np.sin(theta) * sx + np.cos(theta) * sz)
    direct = np.diag(states.conj().T @ (sz @ sz - 1.25 * np.eye(4)) @ states).real
    formula = (3 * np.cos(theta)**2 - 1) / 2 * (m_values**2 - 1.25)
    assert np.allclose(direct, formula, atol=1e-12)

# First-order outer separation: its error must fall fourfold when w doubles
theta = np.radians(30)
first_order_sep = 2 * (3 * np.cos(theta)**2 - 1)
errors = [outer_separation(theta, w, 1.0) - first_order_sep for w in (50, 100)]
assert abs(errors[0]) < 0.01
assert abs(errors[0] / errors[1] - 4) < 0.05

# Second-order shifts against exact levels, in units of D^2/w
for theta in np.append(np.radians([20, 75]), magic):
    c2, s2 = np.cos(theta)**2, np.sin(theta)**2
    low, centre, high = lines(200.0, 1.0, theta)
    assert abs(((low + high) / 2 - 200) * 200 - 6 * c2 * s2) < 2e-3
    assert abs((centre - 200) * 200 - (-6 * c2 * s2 + 0.75 * s2**2)) < 2e-3

# Symbolic trace of H^3 from explicit spin-3/2 matrices
ws, Ds, ts = sp.symbols('w D theta', real=True)
r3 = sp.sqrt(3)
Sx = sp.Matrix([[0, r3, 0, 0], [r3, 0, 2, 0], [0, 2, 0, r3], [0, 0, r3, 0]]) / 2
Sz = sp.diag(3, 1, -1, -3) / 2
Q = Sz**2 - sp.Rational(5, 4) * sp.eye(4)
assert Q**2 == sp.eye(4)
Hs = ws * (sp.sin(ts) * Sx + sp.cos(ts) * Sz) + Ds * Q
trace_cubed = sp.expand((Hs * Hs * Hs).trace())
assert sp.simplify(trace_cubed - 6 * ws**2 * Ds * (3 * sp.cos(ts)**2 - 1)) == 0

# Relation between the trace and the ordered levels
for w, theta in ((0.4, 0.3), (1.3, 1.2), (6.0, 0.8)):
    H = hamiltonian(w, 1.0, theta)
    e1, e2, e3, e4 = np.linalg.eigvalsh(H)
    from_levels = 0.75 * (e1 + e4) * ((e4 - e1)**2 - (e3 - e2)**2)
    assert abs(np.trace(H @ H @ H).real - from_levels) < 1e-10 * (1 + w**3)

# Merging angle by root search, from weak to strong field
field_ratios = [0.3, 1.0, 3.0, 200.0]
found_angles = [merging_angle(r, 1.0) for r in field_ratios]
assert np.allclose(found_angles, magic, atol=1e-9, rtol=0)

# Contrast: for spin 1 the merging angle depends on the field
spin1_angle = merging_angle(2.0, 1.0, spin=1.0)
assert abs(3 * np.cos(spin1_angle)**2 - 1 - 2 / (9 * 2.0**2)) < 1e-9
assert abs(np.degrees(spin1_angle - magic)) > 0.5

# Worked example: rough values in the regime of V2 in 4H-SiC
D, g_factor, B, T = 0.15, 2.00, 0.3, 300.0
muB = pc['Bohr magneton in eV/T'][0] * 1e6
planck = pc['Planck constant in eV/Hz'][0] * 1e12      # micro-eV per MHz
kT = pc['Boltzmann constant in eV/K'][0] * T * 1e6
w = g_factor * muB * B

print(f"D = {D:.3f} micro-eV, g = {g_factor:.2f}, B = {B:.2f} T, T = {T:.0f} K")
print(f"Zeeman energy w = {w:.4f} micro-eV")
print(f"ratio D/w = {D / w:.5f}")
print(f"merging angle arccos(1/sqrt 3) = {np.degrees(magic):.4f} deg")
print("Line offsets from w (micro-eV); low is -3/2 to -1/2, high is 1/2 to 3/2")
print("theta(deg)  exact: low, centre, high | first order: low, high")
for theta in (0.0, np.radians(30), magic, np.radians(70), np.pi / 2):
    low, centre, high = lines(w, D, theta) - w
    shift = D * (3 * np.cos(theta)**2 - 1)
    assert abs(low + shift) < 3 * D**2 / w and abs(high - shift) < 3 * D**2 / w
    print(f"{np.degrees(theta):8.4f} {low:10.5f} {centre:10.5f} {high:10.5f} |"
          f" {-shift + 0.0:9.5f} {shift + 0.0:9.5f}")

sep0 = outer_separation(0.0, w, D)
low, centre, high = lines(w, D, magic)
gap = (low + high) / 2 - centre
assert abs(gap / (7 * D**2 / (3 * w)) - 1) < 1e-3
print(f"outer separation at 0 deg = {sep0:.4f} micro-eV = {sep0 / planck:.1f} MHz")
print(f"second-order scale D^2/w = {D**2 / w:.6f} micro-eV")
print(f"outer pair minus centre at merging = {gap:.6f} micro-eV"
      f" = {gap / planck:.3f} MHz")

for ratio, angle in zip(field_ratios, found_angles):
    print(f"merging angle found at w/D = {ratio:5.1f}: {np.degrees(angle):.6f} deg")
print(f"spin-1 contrast at w/D = 2: merging angle {np.degrees(spin1_angle):.3f} deg")

# Strengths for a microwave field perpendicular to the static field
_, states = np.linalg.eigh(hamiltonian(w, D, magic))
strength = np.abs(states.conj().T @ sy @ states)**2
allowed = np.array([strength[i, i + 1] for i in range(3)])
forbidden = max(strength[0, 2], strength[1, 3], strength[0, 3])
assert np.allclose(allowed, [0.75, 1.0, 0.75], atol=5 * D / w)
assert forbidden < 10 * (D / w)**2
print("squared elements, low/centre/high: " + ", ".join(f"{x:.4f}" for x in allowed))
print(f"largest squared element of other transitions = {forbidden:.1e}")

# Misalignment by one degree
one_degree = np.radians(1.0)
split_tilt = abs(outer_separation(magic + one_degree, w, D))
assert abs(split_tilt / (4 * np.sqrt(2) * D * one_degree) - 1) < 0.02
tilt_equal = np.degrees(gap / (4 * np.sqrt(2) * D))
print(f"outer splitting for 1 deg misalignment = {split_tilt:.5f} micro-eV")
print(f"misalignment whose splitting equals the centre gap = {tilt_equal:.3f} deg")

# Assumed rhombic term, field in the xz plane
ratio_rh = 0.01
angle_rh = merging_angle(w, D, E_rh=ratio_rh * D)
assert abs(np.cos(angle_rh)**2 - (1 - 3 * ratio_rh) / (3 * (1 - ratio_rh))) < 1e-8
print(f"merging angle with rhombic E/D = {ratio_rh:.2f}: {np.degrees(angle_rh):.3f} deg")

# One silicon-29 neighbour, nuclear spin 1/2, nuclear Zeeman energy omitted
A_hf, abundance, sites = 0.035, 0.047, 12
nuclear = spin_matrices(0.5)
H_hf = np.kron(hamiltonian(w, D, magic), np.eye(2))
H_hf = H_hf + A_hf * sum(np.kron(s, i) for s, i in zip((sx, sy, sz), nuclear))
pairs = np.linalg.eigvalsh(H_hf).reshape(4, 2)
# Within each pair the nuclear-up level is lower for m < 0, upper for m > 0
up = np.array([pairs[0, 0], pairs[1, 0], pairs[2, 1], pairs[3, 1]])
down = np.array([pairs[0, 1], pairs[1, 1], pairs[2, 0], pairs[3, 0]])
lines_up, lines_down = np.diff(up), np.diff(down)
hf_tolerance = 4 * A_hf**2 / w      # size of second-order hyperfine shifts
assert np.allclose(lines_up - lines_down, A_hf, atol=hf_tolerance)
residual_hf = max(abs(x[2] - x[0]) for x in (lines_up, lines_down))
assert residual_hf < hf_tolerance
chance = 1 - (1 - abundance)**sites
print(f"rough silicon-29 coupling = {A_hf:.3f} micro-eV")
print(f"satellite separation, low line = {lines_up[0] - lines_down[0]:.5f} micro-eV")
print(f"outer splitting left by hyperfine coupling = {residual_hf:.1e} micro-eV")
print(f"rough abundance {abundance:.3f}, {sites} sites: chance of a neighbour"
      f" = {100 * chance:.0f} %")

# Thermal polarization <S_n>/(3/2) from the Boltzmann sum
m = np.array([-1.5, -0.5, 0.5, 1.5])
weights = np.exp(-m * w / kT)
polarization = -np.sum(m * weights) / np.sum(weights) / 1.5
print(f"thermal energy kT = {kT:.0f} micro-eV")
print(f"thermal spin polarization = {polarization:.2e} (fraction of full)")
print("PASS")
```

Output:

```
D = 0.150 micro-eV, g = 2.00, B = 0.30 T, T = 300 K
Zeeman energy w = 34.7303 micro-eV
ratio D/w = 0.00432
merging angle arccos(1/sqrt 3) = 54.7356 deg
Line offsets from w (micro-eV); low is -3/2 to -1/2, high is 1/2 to 3/2
theta(deg)  exact: low, centre, high | first order: low, high
  0.0000   -0.30000    0.00000    0.30000 |  -0.30000   0.30000
 30.0000   -0.18677   -0.00070    0.18822 |  -0.18750   0.18750
 54.7356    0.00086   -0.00065    0.00086 |  -0.00000   0.00000
 70.0000    0.09776   -0.00002   -0.09696 |   0.09736  -0.09736
 90.0000    0.15000    0.00049   -0.15000 |   0.15000  -0.15000
outer separation at 0 deg = 0.6000 micro-eV = 145.1 MHz
second-order scale D^2/w = 0.000648 micro-eV
outer pair minus centre at merging = 0.001512 micro-eV = 0.366 MHz
merging angle found at w/D =   0.3: 54.735610 deg
merging angle found at w/D =   1.0: 54.735610 deg
merging angle found at w/D =   3.0: 54.735610 deg
merging angle found at w/D = 200.0: 54.735610 deg
spin-1 contrast at w/D = 2: merging angle 53.618 deg
squared elements, low/centre/high: 0.7522, 1.0000, 0.7478
largest squared element of other transitions = 1.3e-05
outer splitting for 1 deg misalignment = 0.01471 micro-eV
misalignment whose splitting equals the centre gap = 0.102 deg
merging angle with rhombic E/D = 0.01: 55.146 deg
rough silicon-29 coupling = 0.035 micro-eV
satellite separation, low line = 0.03496 micro-eV
outer splitting left by hyperfine coupling = 3.5e-05 micro-eV
rough abundance 0.047, 12 sites: chance of a neighbour = 44 %
thermal energy kT = 25852 micro-eV
thermal spin polarization = 1.12e-03 (fraction of full)
PASS
```
